# Impact Ionization in the Random-k Approximation: The 7/2 Power Law

A Monte Carlo calculation of avalanche breakdown in a power device can take the impact-ionization rate from a table against electron energy. Before filling it, one must decide where the rate starts and how steeply it rises. With a constant matrix element, parabolic bands and Kane's random-k approximation, it starts at the gap and rises as the 7/2 power of the excess energy:

$$
W(E)=\frac{2\pi}{\hbar}\,s\,m^2\,\Omega\,A_c^2A_v\,\frac{2\pi}{105}\,(E-E_g)^{7/2},\qquad E>E_g, \tag{1}
$$

with $W=0$ for $E<E_g$. Here $E$ is measured from the conduction-band bottom and $E_g$ is the gap, so the quantity raised to the power is the excess $\Delta=E-E_g$, not $E$. The cell volume is $\Omega$, $m$ is the strength of the interaction (energy times volume), $s$ is a spin factor, and $A_c,A_v$ are density-of-states coefficients, all defined below.

## 1. Energy balance and golden rule

An incoming electron of wavevector $\mathbf k$ lifts a valence electron across the gap. Afterwards there are two conduction electrons and a hole, with energies $\varepsilon_1,\varepsilon_2,\varepsilon_h\ge 0$ counted from their own band edges. The valence electron started at $-E_g-\varepsilon_h$. Energy conservation, $E-E_g-\varepsilon_h=\varepsilon_1+\varepsilon_2$, therefore reads

$$
\Delta=E-E_g=\varepsilon_1+\varepsilon_2+\varepsilon_h .
$$

A hole has the opposite wavevector to the missing electron, so momentum conservation is $\mathbf k=\mathbf k_1+\mathbf k_2+\mathbf k_h$ up to a reciprocal-lattice vector.

**Volume factor.** Four normalized Bloch states contribute $V^{-2}$ to the two-electron matrix element, $V$ being the crystal volume. The integral over the pair's common position returns one factor $V$. The amplitude thus scales as $1/V$, and we write its mean square as $m^2/V^2$, with $m$ independent of energy and wavevector.

**Spin factor.** Let $D(\mathbf k_1,\mathbf k_2)$ be the direct amplitude and $X(\mathbf k_1,\mathbf k_2)=D(\mathbf k_2,\mathbf k_1)$ the exchange amplitude. If the valence electron has spin opposite to the incoming one, the final electrons are distinguishable by spin and each ordered pair contributes $|D|^2$. If the spins are parallel, the amplitude is $D-X$ and each unordered pair is one state, so a sum over ordered pairs needs a factor 1/2. In total

$$
\sum_{\mathbf k_1,\mathbf k_2}\left[|D|^2+\tfrac12|D-X|^2\right]
=\sum_{\mathbf k_1,\mathbf k_2}\left[2|D|^2-\mathrm{Re}(D^*X)\right],
$$

because $|X|^2$ and $|D|^2$ have the same sum. Dividing by $\sum|D|^2$ gives $s$. If $D$ and $X$ are uncorrelated, the cross term averages out and $s=2$; if they are equal, $s=1$. Antisymmetrized amplitudes built explicitly gave 1.998 for random entries and 1.000 for equal ones.

Spin is now fully counted, so every density of states below is for one spin. With empty final states, the golden rule gives

$$
W=\frac{2\pi}{\hbar}\frac{s\,m^2}{V^2}\sum_{\mathbf k_1,\mathbf k_2,\mathbf k_h}
\delta_{\mathbf k,\mathbf k_1+\mathbf k_2+\mathbf k_h}\,
\delta(\Delta-\varepsilon_1-\varepsilon_2-\varepsilon_h), \tag{2}
$$

where the Kronecker delta allows a reciprocal-lattice vector.

## 2. What random-k replaces

A crystal of volume $V$ has $N=V/\Omega$ wavevectors in its Brillouin zone. Fix the three final wavevectors. Their sum, folded back into the zone, equals one and only one initial $\mathbf k$. Averaged over all $N$ initial wavevectors, the Kronecker delta is therefore

$$
\left\langle\delta_{\mathbf k,\mathbf k_1+\mathbf k_2+\mathbf k_h}\right\rangle=\frac1N=\frac{\Omega}{V}.
$$

This average is an identity. The approximation is to use it for the actual initial state. In the average $\Delta$ is held fixed while $\mathbf k$ runs over the whole zone, so it is not an average over the states of energy $E$. It is a reasonable replacement when many bands and umklapp processes make the available final states insensitive to $\mathbf k$, and a poor one close to a threshold set by momentum.

Replace the delta in (2) and turn each sum into $V\int D(\varepsilon)\,d\varepsilon$, where $D$ is the density of states per volume and spin. The volumes combine as $V^{-2}(\Omega/V)V^3=\Omega$, so

$$
W=\frac{2\pi}{\hbar}s\,m^2\Omega\iiint D_c(\varepsilon_1)D_c(\varepsilon_2)D_v(\varepsilon_h)\,
\delta(\Delta-\varepsilon_1-\varepsilon_2-\varepsilon_h)\,d\varepsilon_1d\varepsilon_2d\varepsilon_h. \tag{3}
$$

## 3. Densities of states and the two convolutions

For an ellipsoidal band $\varepsilon=\sum_i\hbar^2k_i^2/(2\mu_i)$, set $k_i=\sqrt{2\mu_i}\,q_i/\hbar$, which makes $\varepsilon=q^2$. The states up to $\varepsilon$ fill a sphere of radius $\sqrt\varepsilon$ in $q$. With $\bar m=(\mu_1\mu_2\mu_3)^{1/3}$, their number per volume and spin is

$$
n(\varepsilon)=\frac{1}{8\pi^3}\frac{(2\bar m)^{3/2}}{\hbar^3}\frac{4\pi}{3}\varepsilon^{3/2},
\qquad
D=\frac{dn}{d\varepsilon}=A\sqrt\varepsilon,\qquad A=\frac{(2\bar m)^{3/2}}{4\pi^2\hbar^3}.
$$

Thus $m_c$ and $m_v$ in $A_c$ and $A_v$ are geometric means of the principal masses. Mass anisotropy changes nothing else in (1).

First let two carriers share an energy $w$. With $x=w\sin^2\theta$ we have $\sqrt{x(w-x)}=w\sin\theta\cos\theta$ and $dx=2w\sin\theta\cos\theta\,d\theta$, so

$$
\int_0^w\!\sqrt{x(w-x)}\,dx
=2w^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta
=\frac{w^2}{2}\int_0^{\pi/2}\!\sin^2 2\theta\,d\theta=\frac{\pi w^2}{8}.
$$

The third carrier takes $u=\Delta-w$:

$$
\frac{\pi}{8}\int_0^\Delta(\Delta-u)^2\sqrt u\,du
=\frac{\pi}{8}\Delta^{7/2}\left(\frac23-\frac45+\frac27\right)
=\frac{\pi}{8}\,\frac{16}{105}\,\Delta^{7/2}=\frac{2\pi}{105}\Delta^{7/2}.
$$

Multiplying by $A_c^2A_v$ and inserting in (3) gives (1).

The exponent can also be read from dimensions. Three free wavevectors have nine components. The states with total kinetic energy below $\Delta$ fill a nine-dimensional ellipsoid of volume proportional to $\Delta^{9/2}$, and the density at $\Delta$ is its derivative.

## 4. Energies of the secondaries

The simulation must also place the carriers after the event. In scaled coordinates the final states lie uniformly on a nine-dimensional sphere of squared radius $\Delta$. Draw nine independent standard Gaussian numbers $g_i$, three for each carrier. Their joint distribution depends on $\sum g_i^2$ alone, so their direction is uniform. Each wavevector component, along its principal axis with mass $\mu_i$, is then

$$
k_i=\frac{\sqrt{2\mu_i\Delta}}{\hbar}\,\frac{g_i}{\left(\sum_{j=1}^9g_j^2\right)^{1/2}} .
$$

The energies add up to $\Delta$ by construction. Total momentum is not conserved event by event, in keeping with the approximation.

The fraction $x=\varepsilon/\Delta$ taken by one carrier has weight $\sqrt x$ times the pair result $\pi(1-x)^2/8$. Dividing by $2\pi/105$ gives the probability density

$$
p(x)=\frac{105}{16}\sqrt x\,(1-x)^2 .
$$

It is the same for all three carriers and the fractions sum to one, so each mean is 1/3. The masses enter through the constants $A_c,A_v$, which cancel here: a heavy hole gets no larger mean share. Under strict momentum conservation this need not hold.

## 5. The momentum-conserving rate

To see what the averaging discards, keep the delta in (2), with isotropic parabolic final bands centred at zero wavevector and no umklapp. Let $M=2m_c+m_v$ and write $\mathbf k_j=(m_j/M)\mathbf k+\mathbf p_j$ with $\sum_j\mathbf p_j=0$. The terms linear in $\mathbf p_j$ sum to $\hbar^2\mathbf k\cdot\sum_j\mathbf p_j/M=0$. The total kinetic energy is

$$
\frac{\hbar^2k^2}{2M}+\frac{\hbar^2}{2}\left[\frac{p_1^2+p_2^2}{m_c}+\frac{(\mathbf p_1+\mathbf p_2)^2}{m_v}\right].
$$

The first term is the least kinetic energy that can carry the momentum, which leaves $T=\Delta-\hbar^2k^2/(2M)$ to share. For each Cartesian direction the bracket is a quadratic form with determinant

$$
\left(\frac1{m_c}+\frac1{m_v}\right)^2-\frac1{m_v^2}=\frac{1}{m_c^2}+\frac{2}{m_cm_v}=\frac{M}{m_c^2m_v}.
$$

A unit ball in six dimensions has volume $\pi^3/6$, so the volume up to $T$ is $(\pi^3/6)(2T/\hbar^2)^3(m_c^2m_v/M)^{3/2}$. Differentiating with respect to $T$ and dividing by $(2\pi)^6$ gives, for $T>0$,

$$
W_{\rm cons}=\frac{2\pi}{\hbar}s\,m^2B\,T^2,\qquad
B=\frac{\pi^3}{2(2\pi)^6}\left(\frac{2}{\hbar^2}\right)^3\left(\frac{m_c^2m_v}{M}\right)^{3/2}. \tag{4}
$$

One million random final pairs, drawn for the example below at $E=4.40$ eV, reproduced the six-dimensional count to a ratio of 0.9985.

If the initial band is parabolic too, $\hbar^2k^2/(2M)=Em_c/M$. The threshold condition $E-E_g=Em_c/M$ gives

$$
E_{\rm th}=E_g\,\frac{2m_c+m_v}{m_c+m_v},
$$

which is $3E_g/2$ for equal masses and tends to $E_g$ for a very heavy hole.

**Back to 7/2.** Averaging (4) over the zone at fixed $\Delta$ must restore (1). Pieces of the integration sphere outside the first zone are the umklapp terms, so the integral runs over all $k$ with $T>0$. With $k=\sqrt{2M\Delta}\,y/\hbar$,

$$
\frac{\Omega}{8\pi^3}\int4\pi k^2BT^2dk
=\frac{\Omega B}{2\pi^2}\frac{(2M)^{3/2}}{\hbar^3}\Delta^{7/2}\int_0^1y^2(1-y^2)^2dy .
$$

The last integral is $1/3-2/5+1/7=8/105$. Inserting $B$ cancels $M^{3/2}$ and leaves $\Omega A_c^2A_v(2\pi/105)\Delta^{7/2}$. Numerical integration at $\Delta=1$ eV gave a ratio of 1.000000 between the two sides. The square law and the 7/2 law thus belong to the same matrix element; they differ in what is assumed about the initial state.

**Flat valence band.** If the valence band is much narrower than $\Delta$, its parabolic density of states no longer applies. In the flat limit all $1/\Omega$ hole states per volume and spin lie at $\varepsilon_h=0$. The first convolution then gives

$$
W=\frac{2\pi}{\hbar}s\,m^2\,\frac{\pi A_c^2}{8}\,\Delta^2 .
$$

Equation (4) with $m_v\to\infty$ has $T\to\Delta$ and $B\to m_c^3/(16\pi^3\hbar^6)=\pi A_c^2/8$, the same result. A flat band absorbs any momentum at no energy cost, so averaging over momentum loses nothing. The exponent 7/2 therefore also requires $\Delta$ to stay within the parabolic part of the hole band.

## 6. Worked example

Take $E_g=3.40$ eV, $m_c=0.20\,m_0$, $m_v=1.50\,m_0$ and $\Omega=0.0457$ nm³, rough values in the regime of gallium nitride. The strength $m=0.050$ eV nm³ and $s=2$ are model choices; the latter assumes uncorrelated direct and exchange amplitudes. With $\hbar^2/(2m_0)=0.0381$ eV nm²,

$$
A_c=\frac{(0.20/0.0381)^{3/2}}{4\pi^2}=0.3046,\qquad A_v=6.257\quad(\mathrm{eV^{-3/2}\,nm^{-3}}).
$$

At $\Delta=1$ eV the final-state factor is

$$
0.0457\times0.3046^2\times6.257\times0.05984=1.59\times10^{-3}\ \mathrm{eV^{-1}\,nm^{-6}} .
$$

The prefactor $(2\pi/\hbar)sm^2$ is $4.77\times10^{13}$ eV nm⁶/s. Their product is $W=7.6\times10^{10}$ s⁻¹, a mean time of 13 ps.

| $E$ (eV) | $\Delta$ (eV) | $W$ (s⁻¹) |
|---|---|---|
| 3.65 | 0.25 | $5.9\times10^8$ |
| 3.90 | 0.50 | $6.7\times10^9$ |
| 4.40 | 1.00 | $7.6\times10^{10}$ |
| 4.90 | 1.50 | $3.1\times10^{11}$ |

Doubling the excess from 0.5 to 1 eV multiplies the rate by $2^{7/2}=11.3$.

As a test of (1) from the sum over states, plane waves were counted in a periodic box of edge 60 nm, with electron masses 0.16, 0.20 and 0.25 $m_0$, whose geometric mean is 0.20 $m_0$. The count gave $7.580\times10^{10}$ s⁻¹ at 1 eV, against $7.579\times10^{10}$ s⁻¹ from (1), an exponent of 3.500 between about 0.5 and 1 eV, and a mean electron share of 0.333 eV. Box edges from 30 to 75 nm move the count by up to 0.14%, so the agreement is good to about one part in a thousand. This confirms the counting, not the physical assumptions.

## 7. How far to trust the numbers

The estimates below change one assumption at a time and hold $m$ fixed unless stated. They are not factors to be multiplied together.

**Momentum.** With a parabolic initial band the threshold is 3.80 eV, and at $E=4.40$ eV the momentum-conserving rate is 4.6 times the random-k rate. The initial wavevector is sensitive to band shape, however. Take instead $E(1+\alpha E)=\hbar^2k^2/(2m_c)$ with the two-band estimate $\alpha=(1-m_c/m_0)^2/E_g=0.19$ eV⁻¹. Then $k$ grows from 4.8 to 6.5 nm⁻¹, the threshold moves to 4.19 eV, and the ratio falls to 0.38. A larger $k$ locks more energy into the motion of the three carriers as a whole and reduces $T$. The second wavevector exceeds the zone edge along the $c$ axis, 6.1 nm⁻¹, so this is a measure of sensitivity, not a corrected rate. Both numbers also omit umklapp: including the reciprocal-lattice vector along $c$ lowers the threshold in that direction to 4.11 eV and gives a ratio of 2.5 along $c$ and 0.46 averaged over directions. At 3.65 eV both momentum-conserving estimates vanish while (1) does not.

**Final-state bands.** The same nonparabolic relation for the final electrons replaces $\sqrt\varepsilon$ by $\sqrt{\varepsilon(1+\alpha\varepsilon)}\,(1+2\alpha\varepsilon)$, from the chain rule applied to $n(\varepsilon)$. At $\Delta=1$ eV this raises the rate by a factor 1.34 and the local exponent to 3.78. The hole band is kept parabolic here, and this one band stands in for the three close valence bands of gallium nitride, whose masses depend on direction; the thresholds and momentum-conserving ratios above inherit that simplification. With mass 1.5 $m_0$, a hole moving along the $c$ axis reaches the zone edge at 0.93 eV. For larger excesses some holes can exceed this energy, so the table entry at 1.5 eV partly rests on extrapolating the parabola.

**Satellite valleys.** Suppose six valleys of mass 0.4 $m_0$ lie 1.5 eV above the band bottom, again rough values. Their density-of-states coefficient is $R=6(0.4/0.2)^{3/2}=17$ times $A_c$. Either final electron may enter them, which leaves $\Delta-1.5$ eV to share. Both can do so only above $\Delta=3$ eV; below that, the rate factor is

$$
1+2R\left(\frac{\Delta-1.5\ \mathrm{eV}}{\Delta}\right)^{7/2},\qquad \Delta>1.5\ \mathrm{eV}.
$$

At $\Delta=2$ eV it is 1.27, and it grows quickly. The table stops at 1.5 eV for this reason. The offset itself is uncertain, with reported values for gallium nitride running from about 0.9 to about 2 eV; an offset of 0.9 eV would already multiply the 1.5 eV entry by 2.4, and one of 1.2 eV by 1.12.

**Matrix element.** A screened Coulomb interaction with momentum transfer equal to the initial $k$ has strength $e^2/(\epsilon_0\epsilon_rk^2)$. For $\epsilon_r=5.3$ and $E=4.40$ eV on the parabolic band, this is 0.148 eV nm³. The chosen strength is 0.34 of it, which would correspond to a reduction by the overlap of conduction and valence states. The actual transfers are $\mathbf k-\mathbf k_1$ and $\mathbf k-\mathbf k_2$, so using $k$ for both is an approximation. At $\Delta=1$ eV the final electrons have wavevectors of at most 2.3 nm⁻¹, against $k=4.8$ nm⁻¹. Without overlap factors the direct and exchange amplitudes are therefore similar, and $s$ is nearer 1 than 2: averaging $1/|\mathbf k-\mathbf k_1|^2$ and $1/|\mathbf k-\mathbf k_2|^2$ over the final states of Section 4 gives $s=1.1$ and a root-mean-square strength of 0.16 eV nm³. Taking $s=1$ would halve the rates in the table. If $m\propto1/k^2\propto1/E$, then $W\propto\Delta^{7/2}E^{-2}$, with local exponent

$$
\frac{d\ln W}{d\ln\Delta}=\frac72-\frac{2\Delta}{E},
$$

or 3.05 at $\Delta=1$ eV. With the actual transfers in place of $k$ the exponent is 3.26, so the size of the shift depends on this approximation. This shift is opposite to that of nonparabolic final bands, so an exponent near 3.5 in a fit does not by itself establish the assumptions behind (1).

**Field.** At 3 MV/cm, with reduced mass $\mu=m_cm_v/(m_c+m_v)$, the energy scale of field broadening is $(e^2F^2\hbar^2/2\mu)^{1/3}=0.27$ eV. If all of it were added to a 1 eV excess, the rate would rise by a factor 2.3; this greatly overstates the effect, because broadening spreads the energies rather than shifting them all upward. Convolving (1) with the Airy line shape of this scale raises the rate by a factor 1.02 at 1 eV, 1.17 at 0.5 eV and 1.8 at 0.3 eV, so its main influence is near the onset. This estimate leaves out the energy the incoming electron gains during the collision, whose scale $(\hbar eFv)^{1/2}$ is about 0.7 eV for the parabolic-band velocity $v$ at 4.40 eV. For excesses of 0.3 eV or less the sharp onset in (1) is not meaningful at this field. Direct interband tunnelling carries a factor $e^{-60}$ for a triangular barrier with this reduced mass, and $e^{-38}$ for the two-band dispersion with mass $m_c$ that describes tunnelling from the light-hole band; even the larger factor is small enough to ignore here.

**Temperature and filling.** Heating by 150 K at a rough gap slope of 0.5 meV/K lowers the gap by 0.075 eV. At fixed $E=4.40$ eV the rate rises by $1.075^{7/2}=1.29$. With $10^{17}$ cm⁻³ electrons at 300 K, the mean occupation of a final electron state at $\Delta=1$ eV is about $10^{-3}$, so blocking is negligible.

**Set beside a real device.** The gap, masses and cell volume are roughly typical of gallium nitride, and 3 MV/cm is the rough size of its breakdown field. The strength is not a measured property, and $W\propto m^2$, so the absolute rates are illustrative. With $m$ held fixed, the largest change found above at 1 eV excess comes from the initial momentum: the two estimates give 0.38 and 4.6 times the random-k rate. These are two cases, not bounds. For predictive breakdown calculations, use (1) as a fitting form whose prefactor is calibrated against a full-band rate or measured ionization coefficients.

## 8. Implementation

For the example, the table entry is

$$
W=7.6\times10^{10}\ \mathrm{s^{-1}}\left(\frac{E-E_g}{1\ \mathrm{eV}}\right)^{7/2}.
$$

Use one-spin densities of states with $s$, or absorb both into a fitted prefactor, but do not count spin twice. For $g$ equivalent conduction valleys with the same $m$, replace $A_c$ by $gA_c$; the rate then grows as $g^2$, since both final electrons have the choice. If the gap varies with temperature or alloy composition, update $E_g$ inside the power: the relative change of $W$ at fixed $E$ is $-\tfrac72\,\delta E_g/\Delta$ to first order, which grows as the excess gets smaller.

$W$ is a rate per unit time for one electron of known energy. The ionization coefficient per unit length in a uniform steady field is $\langle W\rangle/v_d$, where the average and the mean velocity $v_d$ are both taken over the local electron distribution in the avalanche. Because $W$ rises steeply, that average depends on the high-energy tail, so a prefactor calibrated with one set of phonon scattering rates should not be carried over to another without recalibration. The numerical output lists the values used here.

## Numbers as computed

```
Gap: 3.40 eV; field: 3.0 MV/cm
Electron, hole masses: 0.20, 1.50 m0
Cell edges a, c: 0.3190, 0.5185 nm
Cell volume: 0.04569 nm^3
Strength m: 0.050 eV nm^3; spin factor: 2
hbar: 6.58212e-16 eV s; hbar^2/(2 m0): 0.038100 eV nm^2
A_c: 0.3046, A_v: 6.2574 eV^-3/2 nm^-3
Convolution number 2 pi/105: 0.059840
Same number from grid sum: 0.059841
Golden-rule factor (2 pi/hbar) s m^2: 4.7729e+13 eV nm^6/s
Random-k density at 1 eV excess: 1.5880e-03 eV^-1 nm^-6
Rate at excess 0.25 eV (E = 3.65 eV): 5.921e+08 1/s
Rate at excess 0.50 eV (E = 3.90 eV): 6.699e+09 1/s
Rate at excess 1.00 eV (E = 4.40 eV): 7.579e+10 1/s
Rate at excess 1.50 eV (E = 4.90 eV): 3.133e+11 1/s
Mean time at 1 eV excess: 13.19 ps
Rate ratio, excess 1.0 to 0.5 eV: 11.314
Box edge: 60 nm; test electron masses: (0.16, 0.2, 0.25) m0
Rate from counted box states, 1 eV: 7.580e+10 1/s
Exponent from counted box states: 3.5000
Mean electron share from counting: 0.3333 eV
Spin factor, random / equal amplitudes: 1.998 / 1.000
Zone average / random-k density: 1.000000
Sampled / formula six-dimensional count: 0.9985
Momentum threshold, parabolic: 3.800 eV
Nonparabolicity alpha: 0.1882 1/eV
Momentum threshold, nonparabolic initial k: 4.189 eV
Initial k, parabolic / nonparabolic: 4.806 / 6.498 1/nm
Zone edge along c: 6.059 1/nm
Conserving/random-k rate, parabolic k, 1 eV: 4.640
Conserving/random-k rate, nonparabolic k, 1 eV: 0.378
Nonparabolic final electrons, rate factor at 1 eV: 1.344
Nonparabolic local exponent at 1 eV: 3.779
Satellites: 6 valleys, 0.4 m0, offset 1.5 eV
Satellite rate factor at 2.0 eV excess: 1.265
Relative permittivity: 5.3
Coulomb strength at initial k, 1 eV: 0.1478 eV nm^3
Chosen/Coulomb strength: 0.338
Coulomb m^2 ratio, excess 1.5 to 0.5 eV: 0.633
Local exponent with Coulomb m, 1 eV: 3.045
Heating: 150 K; gap slope: 0.5 meV/K
Gap drop: 0.075 eV; rate factor at old 1 eV: 1.288
Field broadening energy: 0.269 eV
Rate factor if excess rises by that energy: 2.301
Interband tunnelling exponent: 60.0
Electron density: 1.0e+17 cm^-3 at 300 K
Effective conduction states: 2.244e+18 cm^-3
Mean occupation of a final electron state: 9.96e-04
```
